# Density of States from a Mott Temperature and Its Length Sensitivity: test program

```python
"""
Result under test: Mott variable-range hopping in three dimensions,
    sigma = sigma0 * exp(-(T0/T)**(1/4)),   g = beta / (kB * T0 * xi**3).
g    : localized states per energy and volume at the Fermi level
T0   : Mott temperature;  xi : decay length of the amplitude exp(-r/xi)
beta : percolation prefactor, adopted as 21.2 and estimated here independently
u    : hopping exponent (T0/T)**(1/4)
Internal units: nm, eV, K. Densities of states are printed per eV per cm^3.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar, brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import cKDTree

kB = const.k / const.e                      # eV/K
PER_CM3 = 1e21                              # nm^-3 to cm^-3
beta = 21.2
T0 = 1.0e8
xi = 1.0
T = 300.0
kT = kB * T


def density_of_states(prefactor, mott_temperature, length):
    return prefactor / (kB * mott_temperature * length**3)


g = density_of_states(beta, T0, xi)
u = (T0 / T)**0.25

# ---- Percolation computed from the bond rule on random sites ----


def spanning_exponent(rng, length, temperature, box):
    """Smallest exponent whose bonds join two electrodes a distance box apart.

    Sites in the two end slabs are shorted together as electrodes; the two
    transverse directions are periodic. The cutoff only limits the search.
    """
    thermal = kB * temperature
    cutoff = 1.10 * (beta / (g * thermal * length**3))**0.25
    slab = 20.0
    total = box + 2 * slab
    half_band = cutoff * thermal
    count = rng.poisson(g * 2 * half_band * total * box**2)
    sites = rng.random((count, 3)) * np.array([total, box, box])
    energy = rng.uniform(-half_band, half_band, count)
    tree = cKDTree(sites, boxsize=[0.0, box, box])
    pairs = tree.query_pairs(cutoff * length / 2, output_type="ndarray")
    i, j = pairs[:, 0], pairs[:, 1]
    delta = sites[i] - sites[j]
    delta[:, 1:] -= box * np.round(delta[:, 1:] / box)
    distance = np.sqrt((delta**2).sum(axis=1))
    bond_energy = 0.5 * (abs(energy[i]) + abs(energy[j])
                         + abs(energy[i] - energy[j]))
    exponent = 2 * distance / length + bond_energy / thermal
    node = np.arange(count) + 2
    node[sites[:, 0] < slab] = 0
    node[sites[:, 0] > total - slab] = 1
    keep = exponent <= cutoff
    a, b, exponent = node[i[keep]], node[j[keep]], exponent[keep]

    def spans(limit):
        use = exponent <= limit
        graph = coo_matrix((np.ones(use.sum()), (a[use], b[use])),
                           shape=(count + 2, count + 2))
        labels = connected_components(graph, directed=False)[1]
        return labels[0] == labels[1]

    low, high = 0.6 * cutoff, cutoff
    assert not spans(low) and spans(high)
    for _ in range(10):
        middle = 0.5 * (low + high)
        if spans(middle):
            high = middle
        else:
            low = middle
    return 0.5 * (low + high)


rng = np.random.default_rng(12345)
u_base = np.array([spanning_exponent(rng, xi, T, 160.0) for _ in range(6)])
u_long = np.array([spanning_exponent(rng, 2 * xi, T, 160.0) for _ in range(6)])
u_cold = np.array([spanning_exponent(rng, xi, 100.0, 160.0) for _ in range(6)])
u_big = np.array([spanning_exponent(rng, xi, T, 240.0) for _ in range(3)])

beta_samples = u_base**4 * g * kT * xi**3
beta_small = beta_samples.mean()
beta_error = beta_samples.std(ddof=1) / np.sqrt(len(beta_samples))
beta_big = (u_big**4 * g * kT * xi**3).mean()
length_power = 4 * np.log(u_long.mean() / u_base.mean()) / np.log(2.0)
temperature_power = np.log(u_cold.mean() / u_base.mean()) / np.log(100.0 / T)
# Tolerances cover sampling scatter and the finite boxes.
assert abs(length_power + 3) < 0.2
assert abs(temperature_power + 0.25) < 0.02
assert abs(beta_big / beta_small - 1) < 0.08
# The adopted prefactor is only claimed to be right to about 30 percent.
assert abs(beta_big / beta - 1) < 0.30

# ---- Mean-hop argument by numerical minimization ----


def mean_hop(temperature, curvature_width=np.inf):
    """Minimum exponent, distance and energy for g*(1+(E/width)^2)."""
    thermal = kB * temperature

    def distance(w):
        states = g * (w + w**3 / (3 * curvature_width**2))
        return (3 / (4 * np.pi * states))**(1 / 3)

    best = minimize_scalar(lambda w: 2 * distance(w) / xi + w / thermal,
                           bounds=(1e-3, 2.0), method="bounded",
                           options={"xatol": 1e-10})
    return best.fun, distance(best.x), best.x


u_mean, R_mean, W_mean = mean_hop(T)
beta_mean = u_mean**4 * g * kT * xi**3
assert abs(beta_mean / (512 / (9 * np.pi)) - 1) < 1e-6
assert abs(R_mean / (3 * xi * u_mean / 8) - 1) < 1e-4
assert abs(W_mean / (kT * u_mean / 4) - 1) < 1e-4
R = 3 * xi * u / 8
W = kT * u / 4
half_band = u * kT

# ---- Fits over a temperature window ----
window = np.linspace(200.0, 300.0, 41)
x = window**-0.25


def fitted_T0(log_sigma):
    return (-np.polyfit(x, log_sigma, 1)[0])**4


s = 0.5
true_T0 = brentq(lambda t: fitted_T0(-s * np.log(window) - t**0.25 * x) - T0,
                 0.5e8, 3e8)
local_T0 = (T0**0.25 + 4 * s / x.mean())**4
assert abs(true_T0 / local_T0 - 1) < 0.01
g_prefactor = density_of_states(beta, true_T0, xi)

width = 0.5


def inferred_ratio(curvature_width):
    values = np.array([mean_hop(t, curvature_width)[0] for t in window])
    return density_of_states(beta_mean, fitted_T0(-values), xi) / g


assert abs(inferred_ratio(np.inf) - 1) < 1e-4
curved_ratio = inferred_ratio(width)

# ---- Other neglected effects ----
thickness, cell, bias = 200.0, 10.0, 0.1
field_ratio = bias / thickness * R / kT
cell_field_ratio = bias / cell * R / kT
field_limit = kT / R * 10                    # V/nm to MV/cm
field_correction = np.sinh(field_ratio) / field_ratio - 1
eps_r = 10.0
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9   # eV nm
# Energy at which the parabolic Coulomb gap reaches the flat density g.
gap = brentq(lambda e: 3 / np.pi * e**2 / coulomb**3 - g, 1e-6, 1.0)
trap_depth, band_prefactor = 1.2, 1000.0
band_ratio = band_prefactor * np.exp(-trap_depth / kT + u)

assert abs(g * PER_CM3 / 2.5e18 - 1) < 0.03


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Mott temperature T0", f"{T0:.1e}", "K")
show("localization length xi", f"{xi:.1f}", "nm")
show("adopted prefactor beta", f"{beta:.1f}")
show("kB*T0", f"{kB*T0:.1f}", "eV")
show("density of states g", f"{g*PER_CM3:.3e}", "eV^-1 cm^-3")
show("g converted to SI", f"{g*1e27/const.e:.3e}", "J^-1 m^-3")
for new_xi in (0.5, 0.8, 0.9, 1.1, 1.2, 2.0):
    new_g = density_of_states(beta, T0, new_xi)
    print(f"xi {new_xi:.1f} nm: g {new_g*PER_CM3:.3e} eV^-1 cm^-3,"
          f" ratio {new_g/g:.3f}")
show("g ratio if fitted slope is 1% larger", f"{1.01**-4:.4f}")
show("mean-hop prefactor", f"{beta_mean:.2f}")
show("g with mean-hop prefactor",
     f"{density_of_states(beta_mean, T0, xi)*PER_CM3:.2e}", "eV^-1 cm^-3")
show("simulated beta, 160 nm box, 6 samples", f"{beta_small:.2f}")
show("its standard error", f"{beta_error:.2f}")
show("simulated beta, 240 nm box, 3 samples", f"{beta_big:.2f}")
show("g with simulated beta (240 nm box)",
     f"{density_of_states(beta_big, T0, xi)*PER_CM3:.2e}", "eV^-1 cm^-3")
show("simulated power of xi in u^4", f"{length_power:.2f}")
show("simulated power of T in u", f"{temperature_power:.3f}")
show("temperature T", f"{T:.0f}", "K")
show("thermal energy kT", f"{kT:.4f}", "eV")
show("hopping exponent u", f"{u:.2f}")
show("hop length R", f"{R:.2f}", "nm")
show("hop energy W", f"{W:.3f}", "eV")
show("hopping band half-width u*kT", f"{half_band:.3f}", "eV")
show("states in full hopping band", f"{2*half_band*g*PER_CM3:.2e}", "cm^-3")
show("test film thickness", f"{thickness:.0f}", "nm")
show("applied bias", f"{bias:.1f}", "V")
show("film field", f"{bias/thickness*10:.3f}", "MV/cm")
show("film thickness / R", f"{thickness/R:.1f}")
show("film e*F*R/kT", f"{field_ratio:.3f}")
show("film field correction sinh(y)/y-1", f"{100*field_correction:.2f}", "%")
show("field where e*F*R = kT", f"{field_limit:.4f}", "MV/cm")
show("memory cell thickness", f"{cell:.0f}", "nm")
show("cell field", f"{bias/cell*10:.2f}", "MV/cm")
show("cell thickness / R", f"{cell/R:.2f}")
show("cell e*F*R/kT", f"{cell_field_ratio:.2f}")
show("relative permittivity", f"{eps_r:.0f}")
show("Coulomb gap half-width", f"{1000*gap:.2f}", "meV")
show("Coulomb gap half-width / W", f"{gap/W:.4f}")
show("trap depth", f"{trap_depth:.1f}", "eV")
show("assumed band/hopping prefactor ratio", f"{band_prefactor:.0f}")
show("band/hopping conductivity ratio", f"{band_ratio:.1e}")
show("fit window", f"{window[0]:.0f} to {window[-1]:.0f}", "K")
show("true T0 if sigma0 ~ T^-1/2 was ignored", f"{true_T0:.3e}", "K")
show("g corrected for that", f"{g_prefactor*PER_CM3:.2e}", "eV^-1 cm^-3")
show("ratio of corrected g to g", f"{g_prefactor/g:.3f}")
show("density-of-states curvature width", f"{width:.1f}", "eV")
show("inferred/true g, curved case, mean-hop", f"{curved_ratio:.3f}")
print("checks complete")
```

Output:

```
Mott temperature T0: 1.0e+08 K
localization length xi: 1.0 nm
adopted prefactor beta: 21.2
kB*T0: 8617.3 eV
density of states g: 2.460e+18 eV^-1 cm^-3
g converted to SI: 1.536e+43 J^-1 m^-3
xi 0.5 nm: g 1.968e+19 eV^-1 cm^-3, ratio 8.000
xi 0.8 nm: g 4.805e+18 eV^-1 cm^-3, ratio 1.953
xi 0.9 nm: g 3.375e+18 eV^-1 cm^-3, ratio 1.372
xi 1.1 nm: g 1.848e+18 eV^-1 cm^-3, ratio 0.751
xi 1.2 nm: g 1.424e+18 eV^-1 cm^-3, ratio 0.579
xi 2.0 nm: g 3.075e+17 eV^-1 cm^-3, ratio 0.125
g ratio if fitted slope is 1% larger: 0.9610
mean-hop prefactor: 18.11
g with mean-hop prefactor: 2.10e+18 eV^-1 cm^-3
simulated beta, 160 nm box, 6 samples: 17.75
its standard error: 0.35
simulated beta, 240 nm box, 3 samples: 16.99
g with simulated beta (240 nm box): 1.97e+18 eV^-1 cm^-3
simulated power of xi in u^4: -3.03
simulated power of T in u: -0.250
temperature T: 300 K
thermal energy kT: 0.0259 eV
hopping exponent u: 24.03
hop length R: 9.01 nm
hop energy W: 0.155 eV
hopping band half-width u*kT: 0.621 eV
states in full hopping band: 3.06e+18 cm^-3
test film thickness: 200 nm
applied bias: 0.1 V
film field: 0.005 MV/cm
film thickness / R: 22.2
film e*F*R/kT: 0.174
film field correction sinh(y)/y-1: 0.51 %
field where e*F*R = kT: 0.0287 MV/cm
memory cell thickness: 10 nm
cell field: 0.10 MV/cm
cell thickness / R: 1.11
cell e*F*R/kT: 3.49
relative permittivity: 10
Coulomb gap half-width: 2.77 meV
Coulomb gap half-width / W: 0.0179
trap depth: 1.2 eV
assumed band/hopping prefactor ratio: 1000
band/hopping conductivity ratio: 1.9e-07
fit window: 200 to 300 K
true T0 if sigma0 ~ T^-1/2 was ignored: 1.356e+08 K
g corrected for that: 1.81e+18 eV^-1 cm^-3
ratio of corrected g to g: 0.737
density-of-states curvature width: 0.5 eV
inferred/true g, curved case, mean-hop: 0.895
checks complete
```
